Surface heating by recombining hydrogen atoms in a downstream plasma

A wafer carrying a porous low-k dielectric and exposed copper sits below a hydrogen plasma. The plasma is kept some distance away, so that few ions reach the wafer, but hydrogen atoms do. Some of them bounce off. Others leave the surface paired as H₂, and pairing releases several electronvolts per molecule. How much heat does the wafer receive from this source, and does it matter beside the other heat flows in the chamber?

Take an arriving flux Γ = 10²² atoms per square metre per second, and let ten percent of the arriving atoms recombine. The wording needs a convention. Here the loss fraction γ = 0.1 is the fraction of arriving atoms that do not return to the gas as atoms but end up in H₂. It is not the chance that an arrival triggers the departure of a molecule.

**The estimate on the back of an envelope**

The atoms lost per square metre and second number

γΓ = 0.1 × 10²² = 10²¹.

Each molecule uses up two atoms, so 5 × 10²⁰ molecules form. The H₂ bond is worth roughly 4.5 eV, and 1 eV is 1.602 × 10⁻¹⁹ J. If all of this energy stays in the solid, the heating is

q ≈ 5 × 10²⁰ × 4.5 × 1.602 × 10⁻¹⁹ ≈ 360 W/m².

Three points were taken on trust. The atoms bind to the surface before they pair, and that binding also releases heat, yet it was not counted. The bond energy was a rough figure. The kinetic energy carried by the gas was ignored.

**Counting the heat event by event**

Let E_ad be the energy released when one atom binds to the surface, taken to be independent of coverage. Let D₀ be the energy released when two free atoms form H₂ in its lowest state. Three processes are counted per unit area and time:

A: net adsorption, meaning sticking minus thermal desorption of atoms;
R: abstraction, in which a gas atom picks up a bound atom and leaves with it as H₂;
L: pairing of two bound atoms, which leave as H₂.

Adsorption releases E_ad. Abstraction forms a molecular bond but must first break one surface bond, so it releases D₀ − E_ad. Pairing breaks two surface bonds and releases D₀ − 2E_ad. With all released energy left in the solid,

q = E_ad A + (D₀ − E_ad) R + (D₀ − 2E_ad) L.

Collecting the terms in D₀ and in E_ad gives

q = D₀ (R + L) + E_ad (A − R − 2L).

The second bracket has a direct meaning. If σ is the number of bound atoms per area, adsorption adds one, abstraction removes one and pairing removes two:

dσ/dt = A − R − 2L.

The gas loses one atom in each net adsorption and one in each abstraction. Its loss is therefore

γΓ = A + R.

Replacing A by dσ/dt + R + 2L turns this into

γΓ = 2(R + L) + dσ/dt.

In steady state dσ/dt = 0. Then R + L = γΓ/2, the term with E_ad vanishes, and

q = γ Γ D₀ / 2.

The surface binding has dropped out because each bond made to the surface is later broken. The factor one half remains because each molecule contains two atoms. The result holds for any mixture of abstraction and pairing, although the mechanism still determines γ itself.

The alternative reading of "ten percent recombine" can now be placed. If abstraction is the only route to H₂ and ten percent of arrivals trigger it, then R = 0.1 Γ. Steady coverage requires A = R, so the true loss fraction is 0.2 and the heating doubles, to about 715 W/m². Crediting a full D₀ to each lost atom gives the same doubled number, but that is a counting error and not another physical case.

**How soon the surface is steady**

Consider abstraction without pairing or desorption. Let N be the number of binding sites per area, θ = σ/N the occupied fraction, s the chance that an atom hitting an empty site sticks, and r the chance that an atom hitting an occupied site abstracts. Then

dθ/dt = (Γ/N) [s(1 − θ) − rθ] = (Γ/N) [s − (s + r)θ].

The coverage approaches s/(s + r) exponentially, with relaxation time

τ = N / [Γ(s + r)].

With the chosen values N = 10¹⁹ m⁻² and s = r = 0.1, the final coverage is one half. Adsorption and abstraction then each take 0.05 of the arriving atoms, so γ = 0.1. The relaxation time is

τ = 10¹⁹ / (10²² × 0.2) = 0.005 s = 5 ms.

Integrating these kinetics from a bare surface with E_ad = 2.50 eV, and booking the heat of each process separately, gives a steady heating of 357.4 W/m². This agrees with γΓD₀/2 for the D₀ computed below. During the first 0.1 ms the heat per lost atom is 2.497 eV, close to E_ad, because nearly all losses are then adsorptions. In steady state it is D₀/2 = 2.231 eV. The formula therefore fails while the surface fills, and for these parameters that stage lasts some milliseconds. The rates are chosen for illustration and do not describe a particular surface: at 550 K a pairing barrier of 1 eV or less, with a prefactor of 10¹³ s⁻¹, makes pairing faster than the arrival of atoms at a site, which lowers the coverage and shortens this stage.

A second run includes all the processes. It has s = 0.4, r = 0.03, E_ad = 1.50 eV, a desorption rate of 0.05 per bound atom per millisecond, and a pairing rate of 0.1 θ² molecules per site per millisecond. The loss fraction becomes 0.1250 and the steady heating 446.8 W/m². The ratio of heating to lost atoms is the same as before, as the balance requires.

**The bond energy**

In atomic units, let E_H be the energy of one hydrogen atom and V(R) the energy of H₂ with its nuclei held at separation R. The well depth is

D_e = 2E_H − V(R_e),

where R_e is the separation of lowest energy. The nuclei cannot rest at R_e. For a molecule without rotation, writing the relative nuclear wavefunction as χ(R)/R removes the first derivative from the radial equation and leaves

−(1/2μ) d²χ/dR² + [V(R) − V(R_e)] χ = E_v χ.

Here μ is half the proton mass in units of the electron mass, and v = 0, 1, 2, … labels the vibrational levels. The lowest level lies E₀ above the bottom of the well, so the energy released in forming the molecule is smaller than D_e:

D₀ = D_e − E₀.

The curve V(R) was computed by full configuration interaction, which finds the lowest energy among all two-electron states that a given orbital basis allows. In the cc-pVTZ basis the bond length is 0.743 Å and D_e is 4.700 eV. In the larger cc-pVQZ basis, at the same bond length, D_e is 4.732 eV. The zero-point energy from the cc-pVTZ curve is 0.271 eV. Combining it with the cc-pVQZ well depth, before rounding, gives

D₀ = 4.462 eV.

The change of basis moved D_e by 0.7 percent of its value, and the result is not yet converged to the digits shown. The cc-pV5Z basis gives D_e = 4.741 eV and the basis limit lies near 4.75 eV, which would raise D₀ to about 4.48 eV and the heating below by about 1.5 W/m². On the cc-pVQZ curve the zero-point energy and the vibrational spacings used later are about 0.001 eV lower. Relativistic effects and the coupling of electronic and nuclear motion beyond the fixed-nuclei picture are also left out.

The heating is now

q = 5 × 10²⁰ × 4.462 × 1.602 × 10⁻¹⁹ = 357.4 W/m²,

or 35.7 mW/cm². The last digit serves to compare corrections; γ and Γ are seldom known well enough to give it physical meaning.

**Thermal energy carried by the gas**

Let gas and surface share the temperature T. Fast atoms strike a wall more often than slow ones, so the speed distribution of arriving atoms has an extra factor of the speed v and varies as v³ exp(−mv²/2kT), with m the atomic mass. With u = mv²/2kT, the mean kinetic energy of an arriving atom is

kT × ∫ u² e^(−u) du / ∫ u e^(−u) du = kT × 2/1 = 2kT,

both integrals running from zero to infinity. Atoms that bounce off bring 2kT and, if they leave at the surface temperature, take 2kT away. For each molecule formed, two atoms bring in 4kT. A molecule leaving in equilibrium with the surface removes 2kT of translational energy and a mean rotational energy E_rot. The energy left behind per molecule is

D₀ + 4kT − 2kT − E_rot = D₀ + 2kT − E_rot.

At 550 K, kT is 0.0474 eV. Summing over the levels of H₂ treated as a rigid rotor gives E_rot = 0.0449 eV, slightly less than kT; centrifugal stretching would raise it by about 0.0005 eV, too little to change the heating at the digits shown. The addition is 2 × 0.0474 − 0.0449 = 0.0499 eV, and the heating rises to 361.4 W/m², about one percent above the value without it.

**When the molecule keeps part of the energy**

A newly formed molecule may leave before it has given all its energy to the solid. If every molecule leaves in vibrational level v, the heating becomes

q_v = (γΓ/2) [D₀ − (E_v − E₀)].

The computed level v = 1 lies 0.517 eV above v = 0, which lowers the heating to 316.0 W/m². For v = 3 the excess is 1.463 eV and the heating is 240.2 W/m². These are illustrations, since the actual distribution over levels depends on the surface and the mechanism. Fast departure or strong rotation would lower the heating further. Full deposition is thus the upper limit for the bond energy, and the small thermal term comes on top of it.

**Can the gas supply this flux?**

For atoms moving towards the wall, the normal velocity component w is distributed as exp(−mw²/2kT) with w > 0. Its mean is √(2kT/πm), which is half the mean speed v̄ = √(8kT/πm). A stream's density is its flux divided by its mean normal velocity. The arriving stream has density 2Γ/v̄ and the returning stream 2(1 − γ)Γ/v̄. Their sum is the atom density at the wall:

n = (2Γ/v̄)(2 − γ) = (4Γ/v̄)(1 − γ/2).

With v̄ = 3399 m/s this is 1.12 × 10¹⁹ m⁻³, a partial pressure of 0.64 mTorr. In a gas at 1 Torr and 550 K it is 0.064 percent of the particles.

The lost atoms must be replaced by diffusion. In a flat geometry without losses in the gas, the net flux γΓ is constant and equals the diffusion coefficient D times the density gradient. A source at distance ℓ then needs the density

n_s = n + γΓℓ/D.

For ℓ = 20 mm and a rough D = 0.3 m²/s, the second term is 10²¹ × 0.02/0.3 = 6.67 × 10¹⁹ m⁻³. The source density is 7.78 × 10¹⁹ m⁻³, or 0.44 percent of the gas. The assumed flux therefore needs only modest dissociation. Kinetic-theory estimates for H in H₂ at these conditions give a somewhat larger D, 0.4 to 0.46 m²/s; that would change the 17 percent found below to 22–26 percent and the factor of 16 to 20–22.

The drop across the gas, n_s − n, makes up most of the source density, and this changes what happens when the surface is altered. Inserting n and solving for the loss at fixed source density gives

γΓ = γ n_s / [4(1 − γ/2)/v̄ + γℓ/D].

For the values used here, the first term in the bracket dominates when γ is well below 0.02, and the loss is then nearly proportional to γ. When the second term dominates, the loss approaches Dn_s/ℓ, whatever the surface. Here that ceiling is 0.3 × 7.78 × 10¹⁹/0.02 = 1.17 × 10²¹ m⁻² s⁻¹, only 17 percent above the present loss. With the source held fixed, a more reactive surface could therefore not raise the heating above about 417 W/m². With the arriving flux held fixed instead, γ = 1 would give ten times the present value, about 3570 W/m².

**The number beside a real wafer**

Downstream hydrogen plasmas are used to strip resist and to clean copper. The pressure of 1 Torr and the temperature of 550 K used here are example conditions for such a step. The loss fraction of 0.1 is taken here to represent a metal-like surface. A low-k surface usually recombines far fewer atoms, and 0.001 serves as a rough value for it. Both numbers depend on temperature and on the condition of the surface. At the same arriving flux, a wafer fully covered by low-k material would receive 3.57 W/m². At the same source density the flux would be larger, because less is lost. The bracket above becomes 1.24 × 10⁻³ s/m, the flux rises to about 6.3 × 10²² m⁻² s⁻¹, and the heating is about 22 W/m². On a patterned wafer under uniform flux, γ is the area average over copper and dielectric. Replacing the metal-like γ by the low-k value over the whole area thus lowers the recombination heat by a factor of roughly 16 at fixed source density and 100 at fixed arriving flux. Incomplete energy deposition matters less in the cases computed here: it lowers the heating by about a third in the v = 3 illustration.

The temperature effect of 357.4 W/m² is small when the wafer exchanges heat well with its chuck. A silicon wafer 0.775 mm thick, with density 2330 kg/m³ and a rough heat capacity of 850 J/(kg K), stores 1535 J/m² per kelvin. Without heat losses it would warm at

357.4/1535 = 0.233 K/s.

If the extra heat leaves only through a chuck with a rough thermal coupling of 100 W/(m² K), this source raises the steady wafer temperature by 357.4/100 = 3.57 K. Radiation and gas conduction also carry away more heat as the wafer warms, so the actual rise is smaller, by about a quarter for the radiation and gas values given below. The low-k film does not become noticeably hotter than the wafer beneath it. For a thickness of 200 nm and a rough conductivity of 0.3 W/(m K), the temperature drop across it is

357.4 × 2 × 10⁻⁷ / 0.3 = 2.4 × 10⁻⁴ K.

Other heat flows can be as large or larger. Hydrogen gas with a rough conductivity of 0.28 W/(m K) across 20 mm carries 14.0 W/m² for each kelvin of temperature difference. Gas only 25.5 K hotter than the wafer would match the recombination heat, so the assumption of equal temperatures matters for the total budget. With an assumed emissivity of 0.6, a wafer face at 550 K loses a net 2838 W/m² by radiation to walls at 300 K. Clean bare copper emits far less, so the loss falls as the share of exposed copper grows, and lightly doped silicon, being partly transparent to thermal infrared at this temperature, also emits less than assumed here. In steady state the heated chuck and the other heat sources must replace this loss, so the wafer can sit below the chuck temperature even though recombination warms it. If the plasma were in direct contact with the wafer, 10¹⁹ ions per square metre and second at 30 eV would add 48.1 W/m² of kinetic energy.

**Comparing the estimate with the derivation**

The envelope gave 360 W/m², the steady-state balance with the computed bond energy gives 357.4, and the thermal term brings it to 361.4. About half of the first difference comes from rounding the bond energy up from about 4.48 eV to 4.5 eV; the other half is the basis error left in the computed D₀. The near agreement with the third value is partly accidental: the rounding offsets part of the neglected thermal term, and with a converged D₀ the third value would be about 363. What makes the estimate sound is the steady coverage, which removes the surface binding energy from the balance. What limits it is the rate of atom loss γΓ. At fixed arriving flux, an error of a factor of two in γ changes the heating by a factor of two, far more than any refinement of the bond energy. At fixed source density, in the diffusion-limited example above, halving γ lowers the heating by only 13 percent and doubling it raises the heating by 8 percent; the uncertainty then lies mainly in the source density and the transport. The computed values are collected in the numerical output below.

Computed values

```
H2 bond length, full CI cc-pVTZ: 0.7426 angstrom
H2 well depth De, full CI cc-pVTZ: 4.700 eV
H2 well depth De, full CI cc-pVQZ: 4.732 eV
zero-point energy: 0.271 eV
bond energy D0 (cc-pVQZ well): 4.462 eV
arriving flux: 1.0e+22 atoms/(m2 s)
loss fraction gamma: 0.10
atoms lost: 1.00e+21 1/(m2 s)
molecules formed: 5.00e+20 1/(m2 s)
surface heating q: 357.4 W/m2
surface heating q: 35.7 mW/cm2
doubled value from miscounting: 714.8 W/m2
kinetics A (abstraction), binding chosen: 2.50 eV
kinetics A, sticking and abstraction chance: 0.10
kinetics A: gamma 0.1000, heat 357.4 W/m2
kinetics B (mixed): gamma 0.1250, heat 446.8 W/m2
site density chosen: 1.0e+19 1/m2
coverage relaxation time, A: 5.0 ms
heat per lost atom, first 0.1 ms, A: 2.497 eV
heat per lost atom, steady: 2.231 eV
gas and surface temperature: 550 K
kT: 0.0474 eV
mean arriving kinetic energy / kT: 2.000
mean H2 rotational energy: 0.0449 eV
thermal addition per molecule: 0.0499 eV
heating with thermal addition: 361.4 W/m2
energy of v=1 above v=0: 0.517 eV
heating if all H2 leaves in v=1: 316.0 W/m2
energy of v=3 above v=0: 1.463 eV
heating if all H2 leaves in v=3: 240.2 W/m2
mean H atom speed: 3399 m/s
H atom density at wall: 1.12e+19 1/m3
H atom partial pressure at wall: 0.637 mTorr
total pressure: 1.0 Torr, density 1.76e+22 1/m3
H number fraction at wall: 0.064 percent
source distance 20 mm, rough diffusion 0.3 m2/s
H atom density needed at source: 7.78e+19 1/m3
H fraction at source: 0.44 percent
Si wafer: 0.775 mm, 2330 kg/m3, 850 J/(kg K)
heating rate of isolated wafer: 0.233 K/s
rough wafer-chuck coupling: 100 W/(m2 K)
steady wafer rise above chuck: 3.57 K
low-k film: 200 nm, rough 0.3 W/(m K)
temperature drop across film: 2.4e-04 K
rough gamma of low-k surface: 1e-03
heating at low-k gamma: 3.57 W/m2
rough H2 gas conductivity: 0.28 W/(m K)
gas conduction per kelvin: 14.0 W/(m2 K)
gas excess temperature matching q: 25.5 K
emissivity 0.6, chamber wall 300 K
net thermal radiation lost by wafer: 2838 W/m2
direct plasma ions: 1e+19 1/(m2 s) at 30 eV
ion heating in direct plasma: 48.1 W/m2
```
